\section*{Anisotropy of Snoek relaxation for octahedral oxygen in bcc crystals}

\section{Three kinds of site and two stress directions}

Oxygen dissolved in a body-centred cubic metal can occupy octahedral interstices. Each has a tetragonal axis along one cube edge, so there are three kinds of site, labelled $p=x,y,z$. Without stress they have equal energies and equal populations. A stress can make one kind preferable, and the resulting redistribution of oxygen adds a delayed strain to the immediate elastic strain.

Let $c$ be the number of oxygen atoms per host atom and $c_p$ the part of $c$ on sites of axis $p$. An atom on a site strains the crystal by $\lambda_1$ along the site axis and $\lambda_2$ across it, per unit concentration. Write $\delta\lambda=\lambda_1-\lambda_2$, and let $v_0$ be the volume per host atom. Tensile stress and extension are positive.

Pull along $[100]$ with stress $\sigma$. An $x$ site extends the crystal in the stress direction by $\delta\lambda$ more than a $y$ or $z$ site, so its energy is lower by $v_0\sigma\,\delta\lambda$, as derived below. With
\begin{equation}
u=\frac{v_0\sigma\,\delta\lambda}{kT},
\end{equation}
the Boltzmann weights are $e^u,1,1$, and
\begin{equation}
\frac{c_x}{c}=\frac{e^u}{e^u+2}=\frac13+\frac{2u}{9}+\frac{u^2}{27}+\dots
\label{eq:edgepop}
\end{equation}
The extension along $x$ due to oxygen is $\lambda_1c_x+\lambda_2(c_y+c_z)=\lambda_2c+\delta\lambda\,c_x$. Its change from the unstressed value is, to first order, $2c\,\delta\lambda\,u/9$. Division by $\sigma$ gives the extra compliance
\begin{equation}
\delta J_{100}=\frac{2c\,v_0(\delta\lambda)^2}{9kT}.
\label{eq:j100}
\end{equation}

Now pull along $[111]$. The stress makes the same angle with all three site axes. The three energies shift equally, no site is preferred, and there is no redistribution. The delayed strain is zero although the ordinary elastic strain is not.

The same model also has a simple large-stress limit, though a real metal would usually yield before reaching it. For $\delta\lambda>0$ and strong tension along $[100]$, all oxygen goes to $x$ sites and the delayed strain saturates at $2c\,\delta\lambda/3$. Under strong compression the $x$ sites empty and it saturates at $-c\,\delta\lambda/3$. The difference reflects one favoured kind of site in tension and two in compression. Along $[100]$, a compliance independent of stress therefore requires $|u|\ll1$.

\section{First derivation: equilibrium populations}

\subsection{The strain tensor and the site energy}

Consider the octahedral site at $(\tfrac12,\tfrac12,0)a$, where $a$ is the lattice parameter. Its two nearest host atoms lie at distance $a/2$ along $\pm z$; four others lie at $a/\sqrt2$ in the perpendicular plane. The site has a fourfold axis along $z$. Let $\lambda_{ij}$ be the strain per unit concentration of oxygen on such sites. Two successive fourfold rotations reverse $x$ and $y$, so invariance requires $\lambda_{xz}=\lambda_{yz}=0$. One fourfold rotation exchanges $\lambda_{xx}$ and $\lambda_{yy}$ and reverses $\lambda_{xy}$, so $\lambda_{xx}=\lambda_{yy}$ and $\lambda_{xy}=0$. For a site with axis $p$,
\begin{equation}
\lambda^{(p)}_{ij}=\lambda_2\delta_{ij}+\delta\lambda\,\delta_{ip}\delta_{jp}.
\label{eq:lambda}
\end{equation}

Let $g$ be the Gibbs energy per host atom. At fixed temperature and small strain,
\begin{equation}
dg=-v_0\sum_{ij}\varepsilon_{ij}\,d\sigma_{ij}+\sum_p\mu_p\,dc_p .
\end{equation}
The mixed second derivatives of $g$ are equal, so
\begin{equation}
\frac{\partial\mu_p}{\partial\sigma_{ij}}
=-v_0\frac{\partial\varepsilon_{ij}}{\partial c_p}
=-v_0\lambda^{(p)}_{ij}.
\end{equation}
The minus sign means that tension favours sites that extend the crystal in its direction. For uniaxial stress along a unit vector $\mathbf n$, $\sigma_{ij}=\sigma n_in_j$. Taking $\lambda^{(p)}$ independent of stress and concentration, integration gives the stress-induced site energy
\begin{equation}
E_p=-v_0\sigma\left(\lambda_2+\delta\lambda\,n_p^2\right).
\label{eq:energy}
\end{equation}

\subsection{Populations and compliance}

For dilute, non-interacting oxygen, $\mu_p=\mu_0+kT\ln c_p+E_p$. Equilibrium between the kinds of site makes the three $\mu_p$ equal. With total concentration $c$ fixed,
\begin{equation}
c_p=c\,\frac{e^{un_p^2}}{\sum_q e^{un_q^2}} .
\label{eq:boltzmann}
\end{equation}
The $\lambda_2$ term has cancelled because it shifts all energies equally. Since $\sum_qn_q^2=1$, the denominator is $3+u$ to first order, and
\begin{equation}
c_p\simeq\frac c3\,\frac{1+un_p^2}{1+u/3}
\simeq\frac c3\left[1+u\left(n_p^2-\frac13\right)\right].
\label{eq:linearpop}
\end{equation}
Let $\eta_p=c_p-c/3$. The extension due to redistribution is
\begin{equation}
\varepsilon_{\rm r}=\sum_p(\lambda_2+\delta\lambda\,n_p^2)\eta_p
=\delta\lambda\sum_pn_p^2\eta_p,
\end{equation}
because $\sum_p\eta_p=0$. Inserting Eq.~\eqref{eq:linearpop},
\begin{equation}
\varepsilon_{\rm r}
=\frac{c\,\delta\lambda\,u}{3}
\left(\sum_pn_p^4-\frac13\right).
\end{equation}
Define
\begin{equation}
\Gamma=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2 .
\end{equation}
Squaring $\sum_pn_p^2=1$ gives $\sum_pn_p^4=1-2\Gamma$. The bracket is then $\tfrac23(1-3\Gamma)$, and division by $\sigma$ yields
\begin{equation}
\boxed{\delta J(\mathbf n)=
\frac{2c\,v_0(\delta\lambda)^2}{9kT}(1-3\Gamma).}
\label{eq:main}
\end{equation}

The maximum follows from $\Gamma\ge0$. Equality requires every product of two different components to vanish, so just one component is non-zero: $\mathbf n$ lies along a cube edge. For the other end of the range, expand
\begin{align}
\sum_{p<q}(n_p^2-n_q^2)^2
&=2\sum_pn_p^4-2\Gamma\nonumber\\
&=2(1-2\Gamma)-2\Gamma=2(1-3\Gamma).
\label{eq:squares}
\end{align}
Thus $\delta J$ cannot be negative. It vanishes if and only if the three squared components are equal, which is the condition for a body diagonal. This needs $\delta\lambda\ne0$; otherwise there is no relaxation in any direction. Along a body diagonal, Eq.~\eqref{eq:boltzmann} gives equal populations at any $\sigma$ for which Eq.~\eqref{eq:energy} holds, so the zero is not a result of the expansion in $u$.

The argument extends to a general stress. Replacing $\sigma n_p^2$ by $\sigma_{pp}$ gives
\begin{equation}
\delta\varepsilon_{pp}=\delta\lambda\,\eta_p
=\frac{c\,v_0(\delta\lambda)^2}{3kT}
\left(\sigma_{pp}-\frac13\sum_q\sigma_{qq}\right),
\end{equation}
with no off-diagonal strain. Hence $\delta S_{11}=\delta J_{100}$, $\delta S_{12}=-\delta S_{11}/2$ and $\delta S_{44}=0$. Reorientation changes neither the volume nor the shear between cube axes. A pull along $[111]$ consists of a hydrostatic part and such shears, so no component of the strain relaxes.

\section{Second derivation: currents between sites}

The same compliance can be found from the motion that produces it. The site at $(\tfrac12,\tfrac12,0)a$ has four octahedral neighbours at distance $a/2$: two of axis $x$, at $(\tfrac12,0,0)a$ and $(\tfrac12,1,0)a$, and two of axis $y$, at $(0,\tfrac12,0)a$ and $(1,\tfrac12,0)a$. Every such jump changes the site axis.

Let $w$ be the unstressed jump rate to one neighbour. Under stress the saddle between $p$ and $q$ shifts by $E^{\rm s}_{pq}=E^{\rm s}_{qp}$. The two neighbours of the same kind lie in opposite directions, so inversion symmetry gives them the same shift. The rate to either is
\begin{equation}
w_{p\to q}=w\exp\left(\frac{E_p-E^{\rm s}_{pq}}{kT}\right).
\label{eq:rate}
\end{equation}
The net current from $p$ to $q$, in concentration per unit time, is
\begin{equation}
I_{pq}=2\left(w_{p\to q}c_p-w_{q\to p}c_q\right).
\end{equation}
Set $c_p=c/3+\eta_p$ and keep first-order terms:
\begin{align}
I_{pq}
&\simeq2w\left[\eta_p-\eta_q
+\frac{c}{3kT}\left(E_p-E^{\rm s}_{pq}-E_q+E^{\rm s}_{pq}\right)\right]
\nonumber\\
&=2w\left[\eta_p-\eta_q+\frac{c}{3kT}(E_p-E_q)\right].
\label{eq:current}
\end{align}
The saddle shift cancels because it changes forward and backward rates by the same factor while the unstressed populations are equal.

First find the relaxation time. With the stress removed, $E_p=0$ and
\begin{equation}
\frac{d\eta_p}{dt}=-\sum_{q\ne p}I_{pq}
=-2w\left(2\eta_p-\sum_{q\ne p}\eta_q\right)=-6w\,\eta_p,
\end{equation}
where $\sum_{q\ne p}\eta_q=-\eta_p$. All population differences decay with
\begin{equation}
\tau=\frac1{6w}.
\end{equation}

Now apply a constant stress suddenly to equal populations. At the first instant all $\eta_p$ vanish, and Eq.~\eqref{eq:energy} gives
\begin{equation}
I_{pq}(0)=\frac{2wc\,v_0\sigma\,\delta\lambda}{3kT}
\left(n_q^2-n_p^2\right).
\end{equation}
Moving a unit concentration from $p$ to $q$ changes the extension along $\mathbf n$ by $\delta\lambda(n_q^2-n_p^2)$. Multiplying by the current and summing over pairs gives the initial strain rate
\begin{equation}
\dot\varepsilon_{\rm r}(0)=
\frac{2wc\,v_0\sigma(\delta\lambda)^2}{3kT}
\sum_{p<q}(n_p^2-n_q^2)^2 .
\end{equation}
Since the equations are linear and have one decay time, $\varepsilon_{\rm r}(t)=\delta J\,\sigma(1-e^{-t/\tau})$. The initial slope is $\delta J\,\sigma/\tau$, and therefore
\begin{align}
\delta J&=\frac{\tau\,\dot\varepsilon_{\rm r}(0)}{\sigma}
=\frac{c\,v_0(\delta\lambda)^2}{9kT}
\sum_{p<q}(n_p^2-n_q^2)^2\nonumber\\
&=\frac{2c\,v_0(\delta\lambda)^2}{9kT}(1-3\Gamma),
\end{align}
by Eq.~\eqref{eq:squares}. This agrees with Eq.~\eqref{eq:main}. Each pair of site kinds contributes a square: reversing the energy difference reverses both the current and the strain carried by each jump, so their product keeps its sign.

The rate equations were also solved numerically on an explicit periodic lattice, for the niobium parameters given below. The steady-state compliance, taken as the symmetric difference between $+1$ and $-1$ MPa in 28 directions, agrees with Eq.~\eqref{eq:main} to $2\times10^{-7}$ of $\delta J_{100}$. This residual is the next surviving term, $u^2/18$ along $[100]$; one sign of stress alone deviates by $u/6\simeq3\times10^{-4}$. The steady state is the Boltzmann distribution whatever the saddle shift, so it does not test the currents. They are tested by the linear response to an oscillating stress, which, with a direction-dependent saddle shift included, follows a single decay time $1/6w$ to better than $10^{-5}$ of $\delta J_{100}$ in five directions and at three frequencies.

\section{What each derivation assumes}

Both derivations assume uniform stress, a fixed and dilute amount of non-interacting oxygen, strain coefficients independent of stress, and small $|u|$ for the compliance. They also share the site energy. They differ in what they require of the motion.

The equilibrium derivation needs no jump path. It requires that oxygen can exchange between the three kinds of site and that the measurement lasts long enough for equilibrium. It gives the populations at finite stress, but no time scale.

The current derivation assumes nearest-neighbour jumps with thermally activated rates and a common saddle for each forward and reverse jump. Equation~\eqref{eq:rate} then contains the Boltzmann ratio between forward and reverse rates, so the agreement is not an independent proof of Boltzmann statistics. In return it gives $\tau$. Adding longer jumps between different kinds of site, obeying the same ratio, would change $\tau$ but leave the equilibrium $\delta J$ unchanged.

The angular law alone does not identify octahedral occupation. A tetrahedral site has a fourfold rotation-inversion axis along a cube edge. Inversion leaves a strain tensor unchanged, so the symmetry argument again gives Eq.~\eqref{eq:lambda}, with other values of $\lambda_1$ and $\lambda_2$. There are equally many tetrahedral sites for each axis, and the equilibrium derivation applies unchanged. Nor does $\delta J$ reveal the sign of $\delta\lambda$, which enters squared.

The zero along $[111]$ can fail for oxygen bound to another defect. If the complex has its distinct strain axis along a body diagonal, the squared cosine between that axis and $[111]$ is $1$ for one orientation and $1/9$ for the other three. Their energies differ and reorientation can produce strain.

\section{Loss and elastic anisotropy}

For an oscillating stress proportional to $e^{i\omega t}$, the relaxation equation $\tau\dot\varepsilon_{\rm r}+\varepsilon_{\rm r}=\delta J\,\sigma$ gives
\begin{equation}
J(\omega)=J_U+\frac{\delta J}{1+i\omega\tau},
\end{equation}
where $J_U$ is the compliance at fixed site populations. With $\Delta=\delta J/J_U$, the ratio of the negative imaginary part to the real part is
\begin{align}
\tan\phi
&=\frac{\Delta\,\omega\tau/(1+\omega^2\tau^2)}
{1+\Delta/(1+\omega^2\tau^2)}\nonumber\\
&=\frac{\Delta\,\omega\tau}{1+\Delta+\omega^2\tau^2}.
\label{eq:loss}
\end{align}
Setting its derivative with respect to $\omega\tau$ to zero gives $\omega\tau=\sqrt{1+\Delta}$ and a peak value $\Delta/(2\sqrt{1+\Delta})$.

Loss measures $\Delta$, which also contains the direction dependence of $J_U$. In a cubic crystal,
\begin{align}
J_U&=S_{11}\sum_pn_p^4+(2S_{12}+S_{44})\Gamma\nonumber\\
&=S_{11}-2s\Gamma,
\qquad s=S_{11}-S_{12}-\tfrac12S_{44}.
\end{align}
Differentiating $\Delta=\delta J_{100}(1-3\Gamma)/J_U$,
\begin{align}
\frac{d\Delta}{d\Gamma}
&=\frac{\delta J_{100}}{J_U^2}
\left[-3(S_{11}-2s\Gamma)+2s(1-3\Gamma)\right]\nonumber\\
&=-\frac{3\,\delta J_{100}}{J_U^2}
\left(S_{11}-\frac{2s}{3}\right).
\end{align}
The last bracket is $J_U$ along $[111]$, where $\Gamma=1/3$, and is positive in a stable crystal. Thus $\Delta$ also falls steadily from cube edge to body diagonal, whichever direction is elastically softer. A test on 300 random stable crystals, of which 142 were softer along the edge than along the diagonal, found the largest $\Delta$ along the edge in each.

\section{Oxygen in niobium}

Take rough typical values for niobium: $a=0.330$ nm, $\delta\lambda=0.55-(-0.05)=0.60$, and $C_{11},C_{12},C_{44}=245,134,28$ GPa. Let $c=0.0010$ and $\tau=\tau_0e^{H/kT}$, with $H=1.15$ eV and $\tau_0=3.0\times10^{-15}$ s. At 1 Hz, $\omega\tau=1$ means $\tau=0.159$ s, which occurs at $T=422$ K. There $v_0/kT=3.082$ GPa$^{-1}$, so
\begin{align}
\delta J_{100}&=\tfrac29(0.0010)(3.082)(0.60)^2\ \text{GPa}^{-1}
\nonumber\\
&=0.247\ \text{TPa}^{-1}.
\end{align}
At this temperature, with elastic constants held fixed, the three directions give:

\begin{center}
\begin{tabular}{lcccc}
Stress & $J_U$ & $\delta J$ & $\Delta$ & peak $\tan\phi$\\
 & (TPa$^{-1}$) & (TPa$^{-1}$) & & \\
$\langle100\rangle$ & 6.66 & 0.247 & 0.0370 & 0.0182\\
$\langle110\rangle$ & 11.08 & 0.062 & 0.0056 & 0.0028\\
$\langle111\rangle$ & 12.55 & 0 & 0 & 0
\end{tabular}
\end{center}

For $\langle110\rangle$, $\Gamma=1/4$ and $\delta J$ is one quarter of its edge value. The strength $\Delta$ falls further, by a factor of 6.7, because $J_U$ is 1.7 times larger. For randomly oriented grains under equal stress, the spherical averages $\langle n_p^2n_q^2\rangle=1/15$ give $\langle\Gamma\rangle=1/5$, so the mean $\delta J$ is $2/5$ of the edge value.

At 10 MPa along $[100]$, $u=0.0185$. The population shares are 0.3375, 0.3313 and 0.3313: a small bias suffices. It adds a strain of $2.47\times10^{-6}$ to the elastic $6.66\times10^{-5}$. The next term in Eq.~\eqref{eq:edgepop} raises the ratio of delayed strain to stress by about $u/6$, or 0.3\%.

A small tilt $\theta$ from $[111]$ along a perpendicular unit vector $\mathbf t$ gives $n_p^2\simeq\frac13+2\theta t_p/\sqrt3$. Equation~\eqref{eq:squares} then gives
\begin{equation}
1-3\Gamma\simeq\frac{2\theta^2}{3}\sum_{p<q}(t_p-t_q)^2=2\theta^2,
\end{equation}
since $\sum_pt_p=0$ and $\sum_pt_p^2=1$ make the last sum equal to 3. At $2^\circ$, the largest residual is 0.25\% of $\delta J_{100}$.

On a temperature scan along $\langle100\rangle$, with elastic constants held fixed, the loss peak lies 0.66 K below the temperature at which $\omega\tau=1$ (0.46 K along $\langle110\rangle$, where $\Delta$ is smaller). Two small effects add. The frequency maximum requires $\ln\omega\tau\simeq\Delta/2$, and the factor $1/T$ in $\Delta$ adds $kT/H$. With $kT=0.0364$ eV, their sum is $0.0185+0.0316=0.050$. Since $d\ln\tau/dT=-H/kT^2$, the shift is $-(kT/H)T(0.050)\simeq-0.67$ K. At 300 K, $\tau=17$ h, so a 1 Hz measurement sees almost unrelaxed compliance.

Interactions are a larger uncertainty. If the strain of a population shift were fully clamped, its elastic energy would be $\frac12v_0(C_{11}-C_{12})(\delta\lambda)^2\sum_p\eta_p^2$. The mixing free energy, expanded about $c_p=c/3$, is $(3kT/2c)\sum_p\eta_p^2$. Their ratio,
\begin{equation}
\frac{c\,v_0(C_{11}-C_{12})(\delta\lambda)^2}{3kT}=0.041,
\end{equation}
sets a mean-field scale of 4\%. It is not a calculated correction: a free crystal can relax the uniform strain, and neither the sign nor the size of the remaining interaction has been found. Allowing at most one atom per site changes the response by the factor $1-c/3$, a reduction of 0.03\%.

The chosen parameters place the peak near 420 K, roughly where the oxygen peak of niobium is found at about 1 Hz. Peaks at such frequencies are often measured in torsion, to which Eq.~\eqref{eq:main} does not apply. For a round rod with axis $\mathbf n$, $1/G=S_{44}+4s\Gamma$ and $\delta s=\tfrac32\,\delta J_{100}$, so $\delta(1/G)=6\Gamma\,\delta J_{100}$: zero along a cube edge and largest along a body diagonal, the reverse of the law for tension. Real specimens can break the assumption that all oxygen is isolated and dissolved: some may be trapped by other solutes or precipitate as oxide. If one tenth no longer contributes to this peak, $\delta J$ falls by one tenth, which exceeds the other corrections estimated here. An oxygen content inferred from the peak height under uniaxial stress is therefore only the content that contributes to this peak. Calculating it from Eq.~\eqref{eq:main} requires $\delta\lambda$, the crystal orientation and $J_U$. A reference specimen of the same metal and orientation, with a known content of isolated, dissolved oxygen and measured in the same way, can replace these values. The content is proportional to $\Delta$, not to the peak height $\Delta/(2\sqrt{1+\Delta})$: along $\langle100\rangle$ the height per oxygen atom falls by 6\% between $c=0.001$ and $0.005$. In either case the peak must be separated from the background and from any overlapping peaks.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical values, O in Nb)
lattice parameter a = 0.330 nm
oxygen per host atom c = 0.0010
lam1 = 0.55, lam2 = -0.05, difference = 0.60
C11, C12, C44 = 245, 134, 28 GPa
barrier = 1.15 eV, tau0 = 3.0e-15 s
frequency = 1.0 Hz, stress = 10 MPa
LATTICE AND SYMMETRY
site group order: octahedral 16, tetrahedral 8
octahedral sites per host atom = 3
neighbours at a/2 per site = 4
worst static error / dJ(100) = 1.9e-07
dS12/dS11 = -0.5000, |dS44/dS11| = 0.0e+00
stable crystals tried = 300, softest on edge = 142
EXAMPLE
volume per host atom v0 = 0.01797 nm^3
temperature for omega*tau = 1: T = 422.3 K
kT = 0.03639 eV
tau at T = 0.1592 s
v0/kT = 3.082 1/GPa
<100> 1-3Gamma = 1.0000, E_U = 150.2 GPa
  J_U = 6.656 1/TPa, dJ = 0.2466 1/TPa
  Delta = 0.03704, peak tan(phi) = 0.01819
<110> 1-3Gamma = 0.2500, E_U = 90.3 GPa
  J_U = 11.080 1/TPa, dJ = 0.0616 1/TPa
  Delta = 0.00556, peak tan(phi) = 0.00277
<111> 1-3Gamma = 0.0000, E_U = 79.7 GPa
  J_U = 12.555 1/TPa, dJ = 0.0000 1/TPa
  Delta = 0.00000, peak tan(phi) = 0.00000
random-grain mean of 1-3Gamma = 0.4000
<100>, 10 MPa: x, y, z shares = 0.33746, 0.33127, 0.33127
elastic strain = 6.656e-05
relaxation strain = 2.473e-06
NEGLECTED EFFECTS
v0*(lam1-lam2)*stress/kT = 0.01849
finite stress, change of dJ(100) = 0.306 %
site blocking, change of dJ = -0.0333 %
clamped elastic interaction scale = 4.11 %
2 deg off <111>: largest dJ/dJ(100) = 0.249 %
loss peak on temperature scan = 421.63 K
its displacement from T = -0.66 K
tau at 300 K = 17.4 h
\end{verbatim}
